Voltage division between an insulator and an ion-matrix sheath

**Problem**

A planar electrode is covered by an insulator of thickness d = 5 mm and relative permittivity κ = 5, and it faces a uniform plasma of singly charged ions. A negative voltage step is applied to the electrode. On a bare electrode, the same step in the same plasma would produce an ion-matrix sheath 10.5 mm thick. Show that about 83 percent of the applied voltage initially drops across the plasma.

An ion-matrix sheath is the layer left behind when the step has driven the electrons away and the much heavier ions have not yet moved. It contains ions at their original density n and no electrons. The plasma beyond it is taken as free of field, so the drop "across the plasma" is the drop across this layer.

The algebra uses atomic units, in which the elementary charge is 1 and Poisson's equation in vacuum reads φ'' = −4πρ. The coordinate x starts at the insulator surface and points into the plasma. The applied voltage V0, measured between plasma and electrode, and its parts Vp across the sheath and Vd across the insulator are positive magnitudes. Fields are also given as magnitudes; they point toward the electrode.

**A tempting solution**

The sheath is s0 = 10.5 mm thick and has charge density n. Its field falls linearly from 4πn s0 at the insulator surface to zero at the sheath edge, so the drop across it is

Vp = ½ (4πn s0) s0 = 2πn s0².

In the insulator the field is smaller by the factor κ, so

Vd = 4πn s0 d/κ.

The share of the plasma is therefore

Vp/(Vp + Vd) = s0/(s0 + 2d/κ) = 10.5/(10.5 + 2.0) = 84 percent,

which is "about 83 percent" to within rounding of the data.

**Where it fails**

Add the two drops. On the bare electrode the whole applied voltage lies across the sheath, so V0 = 2πn s0². The solution above thus gives the plasma alone the full V0 and then adds the insulator drop:

Vp + Vd = V0 (1 + 2d/(κ s0)) = V0 × 12.5/10.5 = 1.19 V0.

The supply does not provide the extra 19 percent. The length 10.5 mm belongs to the bare electrode. With the insulator in place, part of V0 is used up in the insulator, less is left for the plasma, and the sheath must be thinner. Its thickness s is an unknown, to be found from the condition that the two drops add up to V0.

The final error is small here because the insulator takes a modest share. For d = 20 mm and κ = 2, with s0 still 10.5 mm, the same reasoning would give 10.5/30.5, or about 34 percent, whereas the correct share, found below, is 18 percent.

**Right solution**

*The sheath.* For 0 < x < s the charge density is n. At x = s the field vanishes, because the plasma beyond is field-free. By Gauss's law the field at x is produced by the ions between x and the edge:

E(x) = 4πn (s − x).

Integrating over the sheath gives

Vp = ∫₀ˢ 4πn (s − x) dx = 4πn (s² − s²/2) = 2πn s².

For the bare electrode s = s0 and Vp = V0, so

V0 = 2πn s0².

*The insulator.* At the first instant no ion has landed, and the surface is assumed to carry no free charge. The normal component of the displacement is then continuous across it:

κ Ed = E(0) = 4πn s.

There is no free charge inside the insulator either, so Ed is uniform and

Vd = Ed d = 4πn s d/κ.

The insulator enters through d/κ alone. Write b = d/κ; here b = 1 mm.

*The voltage balance.* Setting Vp + Vd = V0 gives

2πn s² + 4πn s b = 2πn s0².

Division by 2πn leaves

s² + 2bs = s0².

Adding b² to both sides completes the square:

(s + b)² = s0² + b².

A thickness is positive, which selects the positive root:

s = √(s0² + b²) − b.

*The share.* Since Vp and V0 are proportional to s² and s0² with the same factor,

f = Vp/V0 = (s/s0)².

In terms of the single parameter δ = b/s0 = d/(κ s0), the thickness ratio is s/s0 = √(1 + δ²) − δ. The balance divided by s0² reads (s/s0)² + 2δ(s/s0) = 1, so

f = 1 − 2δ [√(1 + δ²) − δ].

*Numbers.* With b = 1 mm and s0 = 10.5 mm,

s = √(110.25 + 1) − 1 = 9.5475 mm,

f = (9.5475/10.5)² = 0.8268.

About 83 percent of the voltage drops across the plasma and 17 percent across the insulator. The sheath is 9.55 mm thick, or 9.55 × 10⁷ Å, which is about 1 mm less than on the bare electrode.

The formula used in the tempting solution, s/(s + 2b), is correct when s is the actual thickness: 9.5475/11.5475 again gives 0.8268. An actual sheath of 10.5 mm over the insulator would indeed mean 84 percent, but it would require a higher voltage. The word "bare" in the problem decides between the two.

**Why the factor 2 belongs there**

One might also treat the sheath as an empty gap of width s in series with the insulator, as in two capacitors. The drops would then be in the ratio s : b, and with s = 9.5475 mm the plasma would receive 90.5 percent. This is wrong because the positive charge is spread through the gap.

A thin sheet of ions at distance x from the surface produces a field between itself and the electrode. Per unit charge it adds 4πx to the sheath drop and 4πb to the insulator drop. Summed over all ions, with x̄ their mean distance from the surface,

Vp/Vd = x̄/b, and therefore f = x̄/(x̄ + b).

For uniform density x̄ = s/2, which gives s/(s + 2b). The capacitor picture puts all the charge at x = s.

That picture does hold for a small further increase of the voltage while the ions stay at rest. The newly uncovered ions lie at the edge, so the increments obey dVp/dVd = s/b. It describes the division of an increment, and the problem asks about the whole voltage.

**Thin and thick insulators**

For δ ≪ 1, the square root is 1 + δ²/2 to leading order, and

f ≈ 1 − 2δ + 2δ².

With δ = 0.0952 the first two terms give 81.0 percent. The third adds 1.8 percentage points and brings the estimate close to the full result. The linear term is the insulator drop computed with the bare sheath thickness; the quadratic term comes from the thinning of the sheath.

For δ ≫ 1, it helps to write the thickness ratio as

√(1 + δ²) − δ = 1/[√(1 + δ²) + δ] ≈ 1/(2δ),

where the first step multiplies and divides by √(1 + δ²) + δ. Then f ≈ 1/(4δ²): nearly all the voltage lies across the insulator, and the plasma share falls as the inverse square of d/κ. The case d = 20 mm, κ = 2 has b = 10 mm and δ = 0.952, between the two limits, and the full formula gives 18.4 percent.

Because s0 = √(V0/(2πn)), the parameter δ is proportional to √(n/V0) for a given insulator. At fixed density, a higher voltage raises the plasma share. At fixed voltage, a denser plasma lowers it, because the sheath becomes thinner while the insulator stays the same.

**An example in engineering units**

The setting is plasma immersion implantation of a glass-like plate in a low-pressure ammonia discharge. Rough typical values are an ion density of 10¹⁰ cm⁻³ and an electron temperature of 3 eV. The ions are taken to be NH3+, of mass 17.03 u. The mass does not enter the initial division, but it sets the time for which that division lasts.

In SI units the factor 4πn becomes en/ε0, and the bare sheath of 10.5 mm fixes the applied voltage:

V0 = e n s0²/(2ε0) = 9.975 kV.

The two drops are

Vp = 0.8268 × 9.975 kV = 8.247 kV,

Vd = 9.975 kV − 8.247 kV = 1.728 kV.

The density is known only roughly, so the voltage should be read as about 10 kV; the further digits let the sum be followed.

If the initial field stayed frozen, an ion starting just inside the sheath edge would strike the surface with about 8.2 keV, not with the 10 keV suggested by the supply voltage. (Exactly at the edge the field is zero, and an ion at rest there would stay.) An ion starting nearer the surface would gain less:

K(x) = ∫₀ˣ 4πn (s − x') dx' = Vp [1 − (1 − x/s)²].

In reality the field changes while the ions fall, so these energies describe the initial potential and are not a prediction of the implanted energy distribution.

**How long the division lasts**

The ions respond on the time scale 1/ωpi, where ωpi² = 4πn/M and M is the ion mass. Here it is 31 ns. The corresponding electron time is shorter by √(M/m), with m the electron mass, a factor of roughly 180. This separation gives the word "initially" its meaning.

The first change can be calculated. Let the voltage rise instantly and then stay at V0, and let τ = ωpi t. An ion that starts at X has acceleration 4πn(s − X)/M toward the surface, so for small τ its position is

x = X − (s − X) τ²/2.

Meanwhile the edge moves out to S = s + η. Every ion that started between 0 and S now contributes to the insulator drop, whether it is in flight or has landed, so Vd = 4πn b S. The sheath drop is the sum of the sheet contributions 4πn x dX:

Vp = 4πn [S²/2 − (τ²/2) ∫₀ˢ (s − X) dX] = 4πn [S²/2 − s²τ²/4].

Ions that have already landed started within sτ²/2 of the surface and change this sum in order τ⁴, which is dropped. The total must still equal V0 = 4πn (s²/2 + bs). To first order in η, S²/2 = s²/2 + sη, and the balance becomes

(s + b) η = s²τ²/4.

The insulator drop has grown by 4πn b η. Since V0 is fixed, the plasma has lost the same amount. Division by 2πn s0² gives the fall of the plasma share:

Δf = 2bη/s0² = b s² τ²/[2 s0² (s + b)].

At τ = 0.1, about 3 ns after the step, this is 0.039 percentage points. At τ = 1 the law would give 3.9 points, but it is no longer accurate there.

For longer times the ions can be followed numerically as thin charged sheets. At each time step the sheath edge is placed so that the two drops add up to the applied voltage, and landed ions remain on the surface as positive charge. One ion time after an instantaneous step, this calculation gives a plasma share of 80.1 percent.

**The model beside a real pulse**

A real voltage pulse does not rise instantaneously. Rise times of roughly 100 ns to 1 µs are realistic for such pulses, and they are longer than the ion time of 31 ns. The sheet calculation was repeated with a linear rise to the same V0, all else unchanged. At the end of a 100 ns rise the plasma share is 79 percent.

Secondary electrons matter more. Each one that leaves the surface deposits a further positive charge there, which adds to the insulator drop and contributes nothing to the sheath drop. With a rough constant yield of two electrons per ion, the share after 100 ns falls to 64 percent. After a 1 µs rise it is about 67 percent without secondary electrons and 35 percent with them. These figures depend strongly on the yield. The ions that land during the rise arrive with only about 1.4 to 1.7 keV on average, and the yield normally falls at lower energy. If the yield is two at about 8 keV and proportional to the ion speed, the shares are about 72 percent after 100 ns and 48 percent after 1 µs. The calculation uses cold ions that do not collide with the gas. This requires a mean free path much longer than the sheath, which for a rough charge-exchange cross section of 3 × 10⁻¹⁵ cm² means a pressure of about 1 mTorr or less. It also leaves out the space charge of the secondary electrons and omits the steady inflow of ions from the plasma. That inflow brings more positive charge to the surface and would lower the 1 µs shares by several percentage points, so these values are only indicative. The 83 percent describes the start of an ideal pulse and should not be used as its average.

Other assumptions move the number less:

- *Warm electrons.* The sheath edge is not perfectly sharp, but the electron Debye length is only 0.13 mm. A finite-volume solution of Poisson's equation through insulator and plasma, with the electron density following a Boltzmann factor at 3 eV, changes the share by less than 0.01 percentage points.

- *Charge present before the pulse.* An insulating surface in a plasma floats at a negative potential. The estimate (T/2) ln(M/(2πm)), with T the electron temperature in energy units, gives 12.8 V. An electron-free layer of thickness sf, with 2πn sf² equal to this potential, corresponds to a surface charge −n sf, provided that the insulator is free of field before the pulse, so that the electrode is then at the same potential as the surface. If that charge stays in place during the step, κEd = 4πn(s − sf), and the balance becomes s² + 2b(s − sf) = s0². The share rises to 83.3 percent. For uniform ion density this overstates the effect, because electrons remaining in the floating sheath reduce the charge needed on the surface.

- *Uneven density.* Plasma near a surface is usually thinner than farther away. As a trial profile, let the density rise linearly from 0.61n at the surface to n at 10.5 mm. Solving the voltage balance numerically at the same V0 gives 84.9 percent. The mean distance x̄ is larger, so f = x̄/(x̄ + b) is larger as well.

The planar treatment also requires a plate much wider than the sheath, hence much wider than about 1 cm at the start and about 2 cm after a 1 µs rise. Breakdown of the insulator is not a concern at the initial instant: the field in it is 0.0035 MV/cm, against a rough strength of 0.2 MV/cm for glass of millimetre thickness.

A thinner plate takes a smaller share of the voltage. At the same V0 and density, a 0.5 mm plate of the same permittivity would leave 98 percent of the voltage to the plasma at the initial instant. Charge that lands later reduces that share too, but each landed charge then adds only one tenth as much to the insulator drop, because b is ten times smaller.
